The equivalent-photon spectrum of an electron with its non-logarithmic term

**1. A mass term that does not go away**

Let an electron collide with a real photon and make a muon pair, e + γ → e + μ⁺μ⁻. Let x be the fraction of the electron's momentum that goes into the pair, and require the momentum transfer Q to stay below 10 MeV. At x = 0.5 and an energy scale of 600 MeV (section 8), an exact evaluation of the two lowest-order graphs in which both photons attach to the muon line (called the full value below) gives dσ/dx = 52.4 nb. The logarithmic part of the equivalent-photon spectrum gives 59.6 nb, which is 13.7 % above the full value.

The missing term is

−2m²x (1/Qmin² − 1/Qmax²),

where m is the electron mass. Its factor m² suggests a tiny correction, since m²/Qmax² is only 0.0026 here. Yet if the electron is made ten times lighter, the term keeps its size. These notes derive the spectrum with this term and show why it survives.

**2. Setting and conventions**

We use ħ = c = 1, the metric (+,−,−,−), e² = 4πα, and energies in MeV. An unpolarized electron of momentum k scatters to k′ and emits one virtual photon q = k − k′, which a target of momentum P absorbs. We work at lowest order in α on the electron side, so one photon is exchanged. The target is unpolarized, its final states are summed over, and P² = 0. Define

Q² = −q² > 0,  κ = q·P,  x = κ/(k·P).

The amplitude is, up to a phase, e ū(k′)γ_μu(k) J^μ/q², where J^μ is the matrix element of the target current, its coupling included. Squaring, summing over final spins and averaging over initial ones gives

dσ = [1/(4k·P)] (e²/Q⁴) L_{μν}W^{μν} d³k′/[(2π)³ 2E′].  (1)

Here 4k·P is the flux factor 4√[(k·P)² − m²P²] at P² = 0. L is the electron tensor. W is J^μJ^ν*, averaged over target spins and integrated over the target's final-state phase space, including (2π)⁴ times the momentum delta function.

The result to be shown is dσ/dx = f(x) σ_γ, with σ_γ the cross-section for a real photon at the same κ and

f(x) = (α/2π) { [1+(1−x)²]/x · ln(Qmax²/Qmin²) − 2m²x (1/Qmin² − 1/Qmax²) },

Qmin² = m²x²/(1−x).  (2)

It is an approximation: Qmax² must be small on the scale over which the target's response changes.

**3. Kinematics: the smallest Q² and the phase space**

The outgoing electron is on its mass shell, so (k−q)² = m² − 2k·q + q² = m², and

k·q = q²/2 = −Q²/2.  (3)

Choose a frame in which the incoming electron and the target move along the z axis, with P = (ω,0,0,−ω). For any vector a let a^± = a⁰ ± a^z. Then

a·b = ½(a⁺b⁻ + a⁻b⁺) − a_T·b_T,  a·P = ωa⁺.

Hence x = q⁺/k⁺, and k′⁺ = (1−x)k⁺. Let k_T be the transverse momentum of the outgoing electron. The mass-shell conditions give

k⁻ = m²/k⁺,  k′⁻ = (m² + k_T²)/[(1−x)k⁺].

The incoming electron has no transverse momentum, so

Q² = −(k−k′)² = 2k·k′ − 2m² = k⁺k′⁻ + k⁻k′⁺ − 2m²
 = (m² + k_T²)/(1−x) + (1−x)m² − 2m²
 = {k_T² + m²[1 − 2(1−x) + (1−x)²]}/(1−x).

The square bracket is [1 − (1−x)]² = x², and therefore

Q² = (k_T² + m²x²)/(1−x).  (4)

The minimum, at k_T = 0, is Qmin² = m²x²/(1−x). A massive electron cannot give up part of its momentum to a photon with Q² = 0.

For the phase space, hold k_T fixed. From k′⁺ = E′ + k′^z follows dk′⁺ = (k′^z/E′ + 1)dk′^z = (k′⁺/E′)dk′^z. Thus dk′^z/E′ = dk′⁺/k′⁺, which in magnitude is dx/(1−x). Integrating over the azimuth turns d²k_T into π dk_T², and (4) at fixed x gives dk_T² = (1−x)dQ². So

d³k′/(2E′) = π(1−x)dQ² · dx/[2(1−x)] = (π/2) dx dQ².

Division by (2π)³ = 8π³ leaves dx dQ²/(16π²).  (5)

**4. The electron tensor**

The spin average supplies a factor ½, and traces with an odd number of γ matrices vanish:

L^{μν} = ½Tr[(k̸′+m)γ^μ(k̸+m)γ^ν]
 = 2(k′^μk^ν + k′^νk^μ − g^{μν}k·k′) + 2m²g^{μν}.

Since Q² = 2k·k′ − 2m², we have k·k′ − m² = Q²/2, and

L^{μν} = 2(k′^μk^ν + k′^νk^μ) − Q²g^{μν}.

The target current is conserved, q_μW^{μν} = 0. On contraction with W we may therefore put k′ = k − q and drop every term containing q:

L^{μν} → 4k^μk^ν − Q²g^{μν}.  (6)

**5. The target tensor and its limit at Q² = 0**

L is symmetric, so only the symmetric part of W matters. For an unpolarized target it is built from g^{μν}, P and q. Current conservation leaves two functions of κ and Q²:

W^{μν} = W₁(−g^{μν} + q^μq^ν/q²) + W₂R^μR^ν,

R^μ = P^μ − q^μκ/q² = P^μ + q^μκ/Q².  (7)

One finds R·q = κ − κ = 0 and, with P² = 0,

R² = 2κ²/Q² − κ²/Q² = κ²/Q².

A transverse polarization vector has ε² = −1 and ε·q = ε·P = 0. Contracting W with two such vectors gives W₁. The longitudinal vector is R/√R², with square +1, and it gives

W_L = −W₁ + W₂R² = −W₁ + W₂κ²/Q².  (8)

Define σ_T = W₁/(4κ) and σ_L = W_L/(4κ). The factor 4κ is the true flux factor when the photon is real; for a virtual photon it is a convention.

The photon propagator has already been taken out of W. If the target's response is smooth near q² = 0 at fixed κ, the coefficients of the independent structures in W must stay finite there. The coefficient of q^μq^ν in (7) is

W₁/q² + W₂κ²/Q⁴ = (−W₁ + W₂κ²/Q²)/Q² = W_L/Q².

Hence W_L vanishes at least as fast as Q². A real photon has only transverse polarizations, each contributing W₁, so σ_T → σ_γ as Q² → 0.

**6. Contraction and the differential cross-section**

Equation (3) gives (k·q)²/q² = (Q⁴/4)/(−Q²) = −Q²/4. Since k·P = κ/x,

k·R = κ/x + (−Q²/2)κ/Q² = κ(2−x)/(2x).

Equation (8) gives W₂κ² = Q²(W₁ + W_L). The first part of (6) therefore contributes

4k_μk_νW^{μν} = 4W₁(−m² − Q²/4) + 4W₂κ²(2−x)²/(4x²)
 = −(4m² + Q²)W₁ + Q²[(2−x)²/x²](W₁ + W_L).

For the second part,

g_{μν}W^{μν} = W₁(−4+1) + W₂κ²/Q² = −3W₁ + W₁ + W_L = −2W₁ + W_L,

so −Q²g_{μν}W^{μν} = 2Q²W₁ − Q²W_L.

Collect the coefficient of W₁:

Q²[(2−x)²/x² + 1] − 4m² = (Q²/x²)[(2−x)² + x²] − 4m².

Here (2−x)² + x² = 4 − 4x + 2x² = 2[1+(1−x)²]. The coefficient of W_L is Q²[(2−x)² − x²]/x² = 4(1−x)Q²/x². Altogether

L_{μν}W^{μν} = (2Q²/x²){[1+(1−x)² − 2m²x²/Q²]W₁ + 2(1−x)W_L}.  (9)

Insert (9) and (5) into (1), with 4k·P = 4κ/x. The factors in front of σ_T and σ_L are

x · (4πα/Q⁴) · (2Q²/x²) · 1/(16π²) = α/(2πxQ²),

and so

dσ/(dx dQ²) = [α/(2πxQ²)]{[1+(1−x)² − 2m²x²/Q²]σ_T + 2(1−x)σ_L}.  (10)

Within one-photon exchange on a target with P² = 0, nothing has been neglected so far.

The mass term has a simple role. By (4), the factor multiplying σ_T can be written

1+(1−x)² − 2m²x²/Q² = {[1+(1−x)²]k_T² + m²x⁴}/(k_T² + m²x²).

For k_T much larger than mx it is 1+(1−x)². At k_T = 0 it drops to x². There all momenta lie on one axis, and angular momentum along that axis forbids an electron of unchanged spin projection from emitting a transverse photon. What remains at k_T = 0 is emission with a spin flip. The mass term thus describes the depletion of nearly forward emission.

**7. Integration, and why the term survives**

Now replace σ_T by σ_γ and σ_L by zero. At fixed x, σ_γ does not depend on Q², and two integrals from Qmin² to Qmax² are needed:

∫dQ²/Q² = ln(Qmax²/Qmin²),  ∫dQ²/Q⁴ = 1/Qmin² − 1/Qmax².

The second is multiplied by −2m²x²/x = −2m²x. This is result (2).

Because m²x/Qmin² = (1−x)/x, the second term can be rewritten as

−2m²x(1/Qmin² − 1/Qmax²) = −[2(1−x)/x](1 − Qmin²/Qmax²).  (11)

As m → 0 at fixed x and Qmax, it tends to −2(1−x)/x. The small factor m² is compensated by the integral of 1/Q⁴, whose lower end lies at Q² proportional to m². For Qmax² ≫ Qmin², nine tenths of this integral come from Q² between Qmin² and 10Qmin². Setting m = 0 in (10) before integrating would lose a finite contribution. The logarithm grows as m decreases, so the relative weight of the term falls, but slowly.

**The error of the approximation.** For small Q² write σ_T = σ_γ(1 + aQ²) and σ_L = σ_γbQ², where a and b are set by the target. The neglected part of (10), integrated, adds to the braces of (2)

Δ = {[1+(1−x)²]a + 2(1−x)b}(Qmax² − Qmin²)/x − 2m²xa ln(Qmax²/Qmin²).  (12)

If the target's scale is Λ, so that a and b are of order 1/Λ², the first part is of order Qmax²/Λ². The logarithm comes with m²/Λ² and is harmless when Λ is much larger than m. The term (11) has no such suppression, which is why it is worth keeping when Δ is dropped.

**8. Worked example: muon pairs**

The target is a real photon, and the absorption process is γ*γ → μ⁺μ⁻ at lowest order. We keep the two graphs in which both photons attach to the muon line. In other graphs the electron absorbs the target photon and the pair comes from a separate virtual photon. Those do not have the form (1) and are left out, together with their interference with the kept graphs; "full" below means the exact evaluation of the two kept graphs. The two kept graphs carry two powers of the muon charge, the others one, so each set is gauge invariant by itself.

Take 2k·P = (600 MeV)², Qmax = 10 MeV, m = 0.510999 MeV and muon mass M = 105.658 MeV. Then Qmax²/M² = 0.0090, which is small as required. At x = 0.5:

Qmin² = 0.510999² × 0.25/0.5 = 0.13056 MeV²,

ln(100/0.13056) = 6.6411,

logarithmic term: (1.25/0.5) × 6.6411 = 16.603,

second term: −2 × 0.26112 × 0.5 × (7.6593 − 0.0100) = −1.997,

f = (0.00729735/2π) × (16.603 − 1.997) = 0.01696.

The real-photon cross-section is needed at s = 2κ = 0.5 × (600 MeV)², that is √s = 424.3 MeV. The lowest-order Breit–Wheeler formula supplies it as an input about the target:

σ_γ = (4πα²/s){(1 + r − r²/2) ln[(1+b₀)/(1−b₀)] − b₀(1+r)},

with r = 4M²/s and b₀ = √(1−r). Converted with (ħc)², it gives 3090 nb, and

dσ/dx = 0.01696 × 3090 nb = 52.4 nb.

The full value is obtained without the spectrum. Both traces are evaluated with explicit Dirac matrices and contracted. The muon directions are integrated by Gauss–Legendre quadrature in the polar angle and an equally spaced sum in the azimuth, and Q² by Gauss–Legendre quadrature in ln Q². The results for dσ/dx, in nb, are:

x = 0.2: full 289.57; f σ_γ 289.66; logarithm alone 325.12
x = 0.5: full 52.417; f σ_γ 52.421; logarithm alone 59.590
x = 0.8: full 15.392; f σ_γ 15.394; logarithm alone 16.727

Relative to the full value, the logarithm alone is too large by 12.3 %, 13.7 % and 8.7 %. With the second term the excess is 0.03 %, 0.008 % and 0.009 %.

Equation (12) accounts for the small remainder. At x = 0.5 and Q² = Qmax², the same numerical tensor gives σ_T/σ_γ − 1 = −9.06 × 10⁻⁴ and σ_L/σ_γ = 5.61 × 10⁻⁴. Taking both as linear in Q², and neglecting Qmin² and the m² part,

Δ ≈ 2.5 × (−9.06 × 10⁻⁴) + 2 × (5.61 × 10⁻⁴) = −0.0011.

Compared with the braces, 14.605, this is −0.008 %, the size and sign of the difference found. The transverse and longitudinal corrections partly cancel here.

The effect of the electron mass can be isolated in the same way. Divide the full dσ/dx by (α/2π)σ_γ and subtract the logarithmic term. At x = 0.5 the remainder is −1.9985 for the physical mass and −2.0011 for a mass ten times smaller. The limit of (11) is −2, and Δ explains why the second number lies slightly beyond it.

**9. Where the formula fails**

- **Large Qmax.** As Qmax² approaches the target's scale, Δ can become comparable with the second term of (2), and the linear forms behind (12) need not hold. The spectrum should then be replaced by (10) with the actual σ_T and σ_L.
- **Thresholds.** The squared mass of the produced system is 2κ − Q². Just above a threshold, σ_T can change quickly with Q², and the relevant scale is then the distance to the threshold, here 2κ − 4M².
- **x near 1.** Qmin² grows as 1/(1−x), and the formula requires Qmin² < Qmax².
- **A different cut.** If the experiment limits k_T instead of Q², equation (4) gives an upper limit that depends on x: Qmax² = (k_T,max² + m²x²)/(1−x). This goes into (2) at each x.
- **A massive target.** The condition P² = 0 was used in the flux, in the light-cone kinematics and in R². For P² ≠ 0 the flux changes by a relative amount of order m²P²/(k·P)², R² by Q²P²/κ², and Qmin² by m²P²(2−x)²/[4(1−x)²(k·P)²], which grows as x approaches 1. All three must be small: in the rest frame of the target, the incoming and the outgoing electron must both be relativistic, and the photon energy must be large compared with Q.

Numerical values quoted here were computed with a short program.
